# Two-segment fits of ALD thickness data and the breakpoint profile

## Four readings

A film is grown by atomic layer deposition, and its thickness is read after $0$, $c$, $2c$ and $3c$ cycles, giving $y_0,y_1,y_2,y_3$. Suppose the growth per cycle changes once, between the second and third readings. The two rates are then

$$g_1=\frac{y_1-y_0}{c},\qquad g_2=\frac{y_3-y_2}{c}.$$

They share no reading, so independent reading errors give uncorrelated rates. The breakpoint is where the two lines cross.

Now impose the breakpoint at $b=3c/2$. Extrapolated to $b$, the lines miss each other by

$$d=\left(\tfrac32y_1-\tfrac12y_0\right)-\left(\tfrac32y_2-\tfrac12y_3\right)=\sum_i w_iy_i,\qquad w=\left(-\tfrac12,\tfrac32,-\tfrac32,\tfrac12\right).$$

The smallest correction, in the sum of squares, that closes this mismatch replaces $y_i$ by $y_i-w_id/\sum_j w_j^2$, with $\sum_j w_j^2=5$. Both rates change by $-2d/(5c)$. If each reading has variance $\sigma^2$, then $\mathrm{Var}\,d=5\sigma^2$ and $\mathrm{Cov}(g_1,d)=\mathrm{Cov}(g_2,d)=2\sigma^2/c$. The corrected rates have

$$\mathrm{Cov}=\frac{\sigma^2}{c^2}\left(0-\frac85+\frac45\right)=-\frac{4\sigma^2}{5c^2},\qquad \mathrm{Var}=\frac{\sigma^2}{c^2}\left(2-\frac85+\frac45\right)=\frac{6\sigma^2}{5c^2},$$

and so a correlation of $-2/3$. Fixing the breakpoint creates this correlation: an error that raises the common junction raises $g_1$ and lowers $g_2$. With a free breakpoint, each rate is instead correlated with $b$.

## Model, and the error of a single line

For $N$ readings $y_i$ at increasing cycle numbers $n_i$, the model is

$$t(n)=a+g_1\min(n,b)+g_2\max(n-b,0).$$

Here $a$ is the starting thickness, $g_1$ the initial and $g_2$ the steady growth per cycle. Reading errors are independent with equal standard deviation $\sigma$; the $t$-based interval below also assumes that they are Gaussian.

To see what one straight line would report, take dense uniform readings from $0$ to $T$ cycles. Its least-squares slope is

$$g_{\rm line}=\frac{12}{T^3}\int_0^T\left(n-\frac T2\right)t(n)\,dn.$$

The function $-n(T-n)/2$ is an antiderivative of $n-T/2$ and vanishes at both ends. Integration by parts, with $v=n/T$, gives

$$g_{\rm line}=\int_0^1 6v(1-v)\,t'(vT)\,dv .$$

The slope is a weighted mean of the local rates. With $u=b/T$, the initial segment has weight $\int_0^u6v(1-v)dv=3u^2-2u^3$, so

$$g_{\rm line}=g_2-(g_2-g_1)(3u^2-2u^3).$$

For $g_1=0.04$, $g_2=0.10$ nm/cycle, $b=45$ and $T=120$, the weight is $0.316$ and the slope $0.081$ nm/cycle, 19% below the steady rate.

## The profile inside one gap

At fixed $b$ the model is linear in $a$, $g_1$ and $g_2$. Its minimum residual sum of squares, $S(b)$, is the profile.

Let $b$ lie between two neighbouring readings, with $N_L$ readings to the left and $N_R$ to the right. Fit separate lines $L(n)$ and $R(n)$, with slopes $g_L,g_R$ and total residual sum of squares $S_{\rm sep}$. Let $m_L,m_R$ be the mean cycle numbers and $Q_L,Q_R$ the sums of $(n-m)^2$ on each side. Define $x_L=b-m_L>0$ and $x_R=b-m_R<0$.

Change the height of each line at its mean cycle by $\alpha$ and its slope by $\gamma$. The normal equations remove the terms linear in these changes, and $\sum(n-m)=0$ removes the cross terms. The residual sum becomes

$$S_{\rm sep}+N_L\alpha_L^2+Q_L\gamma_L^2+N_R\alpha_R^2+Q_R\gamma_R^2.$$

Continuity requires, with $d(b)=L(b)-R(b)$,

$$d+\alpha_L+x_L\gamma_L-\alpha_R-x_R\gamma_R=0.$$

Add $2\lambda$ times this constraint and set the derivatives to zero:

$$\alpha_L=-\frac{\lambda}{N_L},\quad \gamma_L=-\frac{\lambda x_L}{Q_L},\quad \alpha_R=\frac{\lambda}{N_R},\quad \gamma_R=\frac{\lambda x_R}{Q_R}.$$

Inserting these in the constraint gives $\lambda=d/h$, where

$$h(b)=\frac1{N_L}+\frac1{N_R}+\frac{x_L^2}{Q_L}+\frac{x_R^2}{Q_R}.$$

The four quadratic terms add up to $\lambda^2h$. Hence

$$S(b)=S_{\rm sep}+\frac{d(b)^2}{h(b)},$$
$$g_1(b)=g_L-\frac{x_L d}{Q_Lh},\qquad g_2(b)=g_R+\frac{x_R d}{Q_Rh}.$$

The quantity $\sigma^2h$ is the variance of the mismatch $d$, so $d^2/h$ measures the mismatch against its own uncertainty.

## Why a finite search is enough

Let the separate lines cross at $b_*$, and write $x=b-b_*$ and $\Delta=g_R-g_L$. Then $d=-\Delta x$. With $h=h_0+h_1x+h_2x^2$,

$$\frac{d}{dx}\frac{\Delta^2x^2}{h}=\frac{\Delta^2x(2h-xh')}{h^2}=\frac{\Delta^2x(2h_0+h_1x)}{h^2}.$$

The root $x=0$ is a minimum. At the other root, $x=-2h_0/h_1$, the numerator has slope $-2h_0\Delta^2<0$, so it is a maximum. The minimum over a closed gap is therefore at the crossing if that lies inside, and otherwise at an end of the gap.

If the lines are parallel but distinct, $d$ is constant. Then $d^2/h$ has no interior minimum, because $h$ is a convex quadratic, and the ends again suffice. If the lines coincide, $S$ is flat and $b$ is undefined.

```
input: increasing n[0..N-1], y[0..N-1], N >= 5
subtract the means of n and y
form cumulative sums of n, y, n*n, n*y, y*y
best.S = infinity
for k = 2 .. N-2:        # left 0..k-1, right k..N-1
    get both lines, m, Q and Ssep from the sums
    candidates = {n[k-1], n[k]}
    if gR != gL:
        r = n[k-1]
        x = r + (L(r) - R(r)) / (gR - gL)
        if n[k-1] < x < n[k]: candidates = {x}
    for b in candidates:
        d = L(b) - R(b);  evaluate h(b)
        S = Ssep + d*d/h
        if S < best.S: store b, g1(b), g2(b), S
recompute the residuals of the best fit directly
restore the subtracted means
```

The search requires at least two readings on each side of a gap and covers $b$ from the second reading to the last but one. Each gap costs a fixed number of operations, so time and memory grow as $N$. A scan over $G$ trial breakpoints with a new fit each time costs of order $GN$ and has the resolution of its grid.

Cumulative sums lose digits when a residual sum is a small difference of large numbers. Subtracting the means reduces this loss, and the last residual evaluation protects the reported $S_{\min}$. If many gaps have nearly equal $S$, their residuals should also be computed directly before they are ranked.

## Correlations read from the profile

Take a solution strictly inside a gap, with errors small enough that it stays there. To first order, an error in the two lines moves their crossing by

$$\delta b=\frac{\delta L(b)-\delta R(b)}{\Delta}.$$

The two sides are independent. A fitted slope has variance $\sigma^2/Q$ and is uncorrelated with the height at its mean cycle. Therefore

$$\mathrm{Var}\,b=\frac{\sigma^2h}{\Delta^2},\quad
\mathrm{Cov}(g_1,b)=\frac{\sigma^2x_L}{Q_L\Delta},\quad
\mathrm{Cov}(g_2,b)=-\frac{\sigma^2x_R}{Q_R\Delta},$$

and $\mathrm{Cov}(g_1,g_2)=0$. Dividing by the standard deviations gives

$$\rho_1=\mathrm{sgn}(\Delta)\frac{x_L}{\sqrt{Q_Lh}},\qquad
\rho_2=\mathrm{sgn}(\Delta)\frac{-x_R}{\sqrt{Q_Rh}}$$

for the correlations of $b$ with $g_1$ and $g_2$. Both are positive when growth accelerates: a later crossing goes with a steeper initial line and a steeper steady line.

The profile contains the same information. At its minimum $d=0$ and $d'=-\Delta$, so

$$S''=\frac{2\Delta^2}{h},\qquad \frac{dg_1}{db}=\frac{x_L\Delta}{Q_Lh},\qquad \frac{dg_2}{db}=-\frac{x_R\Delta}{Q_Rh}.$$

Comparison with the covariances shows that

$$\mathrm{Var}\,b=\frac{2\sigma^2}{S''},\qquad \frac{dg_j}{db}=\frac{\mathrm{Cov}(g_j,b)}{\mathrm{Var}\,b}.$$

The curvature gives the uncertainty of $b$, and the slopes of the conditional rates give their correlations with it.

For the covariance at fixed $b$, use $\mathrm{Cov}(g_L,d)=\sigma^2x_L/Q_L$, $\mathrm{Cov}(g_R,d)=-\sigma^2x_R/Q_R$ and $\mathrm{Var}\,d=\sigma^2h$ in the conditional rates:

$$\mathrm{Cov}(g_1,g_2|b)=\frac{\sigma^2x_Lx_R}{Q_LQ_R}\left(\frac1h+\frac1h-\frac1h\right)=\frac{\sigma^2x_Lx_R}{Q_LQ_Rh}<0.$$

The same substitution gives $\mathrm{Var}(g_1|b)=(\sigma^2/Q_L)(1-\rho_1^2)$, and likewise for $g_2$. Hence

$$\mathrm{corr}(g_1,g_2|b)=-\frac{\rho_1\rho_2}{\sqrt{(1-\rho_1^2)(1-\rho_2^2)}}.$$

Freeing $b$ adds $\mathrm{Var}\,b\,(dg_1/db)(dg_2/db)=-\sigma^2x_Lx_R/(Q_LQ_Rh)$ to the covariance, which cancels it.

**Dense uniform readings.** A side of length $\ell$ has $Q\simeq N_{\rm side}\ell^2/12$, and $b$ lies about $\ell/2$ from its mean. Thus $x^2/Q\simeq3/N_{\rm side}$ and

$$h\simeq4\left(\frac1{N_L}+\frac1{N_R}\right),\quad
\rho_1^2\simeq\frac34\frac{N_R}{N},\quad
\rho_2^2\simeq\frac34\frac{N_L}{N}.$$

With equal numbers on both sides, the fixed-breakpoint correlation is $-0.6$. If the steady run becomes very long, $\rho_2\to0$, but the standard error of $b$ tends to $2\sigma/(|\Delta|\sqrt{N_L})$. More steady readings then improve $g_2$ without locating the transition much better.

## A worked fit

The synthetic data have a starting layer of 1 nm, the rates and breakpoint used above, and readings every 6 cycles up to 120 with $\sigma=0.03$ nm. The readings are listed in the numerical output. The best gap is 42 to 48 cycles, with 8 readings on the left and 13 on the right:

$$L=0.9870+0.04011\,n,\qquad R=-1.7159+0.10030\,n\quad\text{(nm)}.$$

The crossing is

$$b=\frac{0.9870+1.7159}{0.10030-0.04011}=44.9\ \text{cycles}.$$

With $m_L=21$, $m_R=84$, $Q_L=1512$ and $Q_R=6552$,

$$h=\frac18+\frac1{13}+\frac{23.9^2}{1512}+\frac{39.1^2}{6552}=0.813.$$

Four fitted parameters leave $21-4=17$ degrees of freedom, so $s=\sqrt{0.02033/17}=0.0346$ nm estimates $\sigma$. The standard error of $b$ is $0.0346\sqrt{0.813}/0.0602=0.52$ cycles. The profile curvature, $0.00891$ nm$^2$/cycle$^2$, gives the same value through $\sqrt{2s^2/S''}$.

The conditional rates change by $0.00117$ and $0.00044$ nm/cycle for each cycle that $b$ is moved. Multiplying by the standard error of $b$ and dividing by those of the rates gives

$$\rho_1=\frac{0.00117\times0.518}{0.000889}=0.68,\qquad
\rho_2=\frac{0.000442\times0.518}{0.000427}=0.54.$$

The correlation between the rates is $-0.59$ at fixed $b$ and zero with $b$ free. Treating the fitted breakpoint as known would reduce the standard error of $g_2$ from $0.00043$ to $0.00036$ nm/cycle at the same $s$, about 16% too small relative to the free-breakpoint value; counting 18 degrees of freedom instead of 17 lowers it further, to $0.00035$.

## Interval for the breakpoint

A profile interval contains the values of $b$ for which

$$S(b)-S_{\min}\le t_q^2s^2,\qquad s^2=\frac{S_{\min}}{N-4},$$

where $t_q$ is the two-sided Student factor for $N-4$ degrees of freedom. Inside the gap of the minimum this is the quadratic inequality

$$\Delta^2x^2\le t_q^2s^2(h_0+h_1x+h_2x^2),\qquad h_2=\frac1{Q_L}+\frac1{Q_R}.$$

For the example, $t_q=2.110$ at 95%, the allowed rise is $0.0053$ nm$^2$, and the interval is 43.8 to 46.0 cycles. It reaches slightly farther upward because $h_1=2(x_L/Q_L+x_R/Q_R)>0$: the mismatch becomes less certain as $b$ increases. The steady rate is $0.1003\pm0.0009$ nm/cycle at the same level.

If a root lies outside the gap, it must be discarded and the profile followed with the lines of the next gap. The accepted set can then consist of separate pieces, so a search outward from the minimum that stops at the first crossing may miss some of it.

In 20,000 repetitions of this design, the 95% criterion accepted the true breakpoint in 94.8% of cases. With readings every cycle and $\sigma=0.1$ nm, the interval typically contains two or three readings; coverage was again 94.8% in 4,000 repetitions. The scatter of $b$ was then $0.643$ cycles against the first-order value $0.620$. Here the true breakpoint lies on a reading, so the first-order value depends on the side to which that reading is counted: $0.620$ on the left, $0.631$ on the right. The excess is thus 2 to 4%, against a sampling error of about 1%. It persists with the breakpoint midway between readings: for $b=45.5$ the scatter is $0.647$ against $0.624$. The first-order value neglects two effects: readings change sides as $b$ moves, and the crossing is a nonlinear function of the fitted lines. Their shares are not separated here.

## Failure modes

**Weak contrast.** As the true $\Delta\to0$, the first-order standard error of $b$ diverges and no longer describes the scatter, because $b$ cannot leave the range searched. A standard error computed with the fitted $\Delta$ gives no reliable warning: it usually stays finite and can be much too small. When $\Delta^2\le t_q^2s^2h_2$, the quadratic above no longer defines a bounded interval, and the full profile must be inspected. The profile criterion then also falls short of its nominal level: with the 6-cycle readings it accepts the true breakpoint in only about 91% of cases for $\Delta=0.002$ nm/cycle at $\sigma=0.03$ nm, and in about 92% for $\Delta=0.06$ nm/cycle at $\sigma=0.6$ nm. Large noise also puts some minima at readings: with $\sigma=0.3$ nm this happened in 40 of 200 data sets. The profile generally has a kink there, so its curvature should not be used for a standard error.

**A smooth transient.** Two constant rates are an assumption. Let the rate instead relax from $0.04$ to $0.10$ nm/cycle as $0.10-0.06\,e^{-n/20}$. A noise-free two-segment fit at the same reading times gives $b=27.6$ cycles, $g_1=0.065$ and $g_2=0.0976$ nm/cycle. The breakpoint is now an effective parameter, and $g_1$ is an average over the early growth, not the starting rate. The steady rate is low by $0.0024$ nm/cycle, between five and six times its standard error in the worked fit, because the right-hand line still averages rates below the limit. A line through the readings from 60 cycles onward gives $0.0991$ nm/cycle. A practical check is to omit early readings and see whether $g_2$ drifts; the price is a larger random error.

**Accumulated errors.** If thickness is obtained by summing separately measured increments, their errors add up and the readings are not independent. With an error of 0.03 nm per step, and keeping fits with $b<60$ cycles, the scatter of $g_2$ was $0.00155$ nm/cycle, while the median quoted standard error was $0.00033$. The quoted value was too small by a factor of nearly five. For such data the increments themselves should be fitted: their errors are independent, and for equally spaced readings their expected values change from one constant to another, with one mixed increment if $b$ falls between readings.

## Values computed for the example and the checks

```
True a 1.0 nm, g1 0.04, g2 0.1 nm/cycle, b 45.0 cycles
Reading error 0.03 nm, 21 readings, every 6 cycles
y (nm) from n=0: 0.957 1.278 1.454 1.712 1.958 2.178 2.399
y (nm) from n=42: 2.699 3.111 3.641 4.370 4.929 5.477 6.127
y (nm) from n=84: 6.686 7.298 7.924 8.462 9.117 9.742 10.340
One-line slope, dense noise-free: 0.08101 nm/cycle
One-line slope, this data set: 0.08082 nm/cycle
Noisy sets (error 0.3 nm) with b at a reading: 40 of 200
Left line: 0.9870 nm + 0.04011 nm/cycle * n, 8 readings
Right line: -1.7159 nm + 0.10030 nm/cycle * n, 13 readings
Mean cycle left 21.0, right 84.0 cycles
Sum of squares left 1512, right 6552 cycles^2
Breakpoint b: 44.907 cycles; h at b: 0.8132
S_min 0.020330 nm^2; residual s 0.0346 nm
Std errors, b free: g1 0.000889, g2 0.000427 nm/cycle
Std errors, b fixed: g1 0.000651, g2 0.000361 nm/cycle
Std error of b: 0.518 cycles
Profile curvature S'': 0.008910 nm^2/cycle^2
Path slopes: dg1/db 0.001170, dg2/db 0.000442 nm/cycle^2
Correlation b,g1: 0.682; b,g2: 0.536
Correlation g1,g2: b free 0.000, b fixed -0.591
Profile: b (cycles), S (nm^2), g1, g2 (nm/cycle)
  43  0.037242  0.03797  0.09938
  44  0.024070  0.03907  0.09988
  45  0.020369  0.04022  0.10034
  46  0.025514  0.04142  0.10076
  47  0.038836  0.04264  0.10113
Student factor 2.110; allowed rise of S 0.005323 nm^2
95% profile interval of b: 43.827 to 46.015 cycles
95% half-width of g2: 0.00090 nm/cycle
6-cycle readings, error 0.03 nm, 20000 repeats:
  sd of b 0.454, predicted 0.451 cycles
  corr b,g1 0.678 (predicted 0.684)
  corr b,g2 0.534 (predicted 0.534)
  corr g1,g2: b free -0.006, b fixed -0.593
  coverage of 95% interval: 94.8 %
1-cycle readings, error 0.1 nm, 4000 repeats:
  sd of b 0.643, predicted 0.620 cycles
  corr b,g1 0.695 (predicted 0.671)
  corr b,g2 0.537 (predicted 0.544)
  corr g1,g2: b free 0.019, b fixed -0.583
  coverage of 95% interval: 94.8 %
Smooth transient, decay 20 cycles, noise-free:
  b 27.64 cycles, g1 0.06536, g2 0.09760 nm/cycle
  one line 0.09282, line from n=60 0.09914 nm/cycle
Accumulated errors, 0.03 nm per step, fits with b < 60:
  sd of g2 0.00155, median quoted 0.00033 nm/cycle
```
